Chirality and helicity in the massless Dirac equation

## First half: one equation or two?

Q: I am told that the Dirac equation of a massless particle is really a pair of independent equations. I don't see how. The wave has four components, and the matrices in the equation mix them.

A: Let us write out the mixing before judging it. I use atomic units, in which ħ and the electron mass are 1, and keep the speed of light c visible. I also keep a mass m for the moment, so that we can see what it does. The free Dirac equation is

i ∂ₜψ = Hψ, H = c α·p + β m c², p = −i∇.

In the standard representation the four components form two pairs, ψ = (φ, χ), where φ and χ have two components each. The matrices act on the pairs as

αₖ(φ, χ) = (σₖχ, σₖφ), β(φ, χ) = (φ, −χ), k = 1, 2, 3.

Here the σₖ are the Pauli matrices. Inserting these rules gives

i ∂ₜφ = c σ·p χ + m c² φ,
i ∂ₜχ = c σ·p φ − m c² χ.

Q: That confirms my worry. Even for m = 0, the rate of change of φ is set by χ, and that of χ by φ. They are as coupled as two things can be.

A: They are coupled symmetrically, and that is what helps. Two identical pendulums joined by a spring are also coupled, yet for small swings the sum and the difference of their displacements move independently. Let us try the same combinations here:

R = (φ + χ)/√2, L = (φ − χ)/√2.

The factor 1/√2 keeps the total density unchanged, because the cross terms cancel in

R†R + L†L = ½(φ + χ)†(φ + χ) + ½(φ − χ)†(φ − χ) = φ†φ + χ†χ.

Now add the two equations and divide by √2. The momentum terms give c σ·p (χ + φ)/√2, which is c σ·p R. The mass terms give m c²(φ − χ)/√2, which is m c² L. Hence

i ∂ₜR = c σ·p R + m c² L.

Next subtract the second equation from the first and divide by √2. The momentum terms give c σ·p (χ − φ)/√2 = −c σ·p L. The mass terms give m c²(φ + χ)/√2 = m c² R. Hence

i ∂ₜL = −c σ·p L + m c² R.

The mass is the sole link between R and L. For m = 0 we are left with

i ∂ₜR = +c σ·p R,
i ∂ₜL = −c σ·p L.

These are the two Weyl equations.

Q: You derived them from the Dirac equation. That shows that a Dirac solution supplies two Weyl solutions. It doesn't show that the pair contains everything the Dirac equation said.

A: Then we go backwards. The definitions can be solved for the old pairs:

φ = (R + L)/√2, χ = (R − L)/√2.

Take any solution R of the first Weyl equation and any solution L of the second, chosen without regard to each other. Then

i ∂ₜφ = (i ∂ₜR + i ∂ₜL)/√2 = c σ·p (R − L)/√2 = c σ·p χ,
i ∂ₜχ = (i ∂ₜR − i ∂ₜL)/√2 = c σ·p (R + L)/√2 = c σ·p φ.

That is the massless Dirac equation. The two descriptions are therefore equivalent, and nothing has been lost. One may even set L = 0 at the start. It then stays zero, since its equation contains no R.

Q: Could a clever choice of combinations also remove the coupling when there is a mass?

A: Not if each pair is to obey an equation of the Weyl kind with a constant mass matrix added. Suppose that a single pair obeyed

i ∂ₜR = (c σ·p + M) R

with a constant 2 × 2 matrix M. A particle of mass m must have E² = c²p² + m²c⁴. So the square of the matrix on the right must equal that number for every p:

(c σ·p + M)² = c²p² + c(σ·p M + M σ·p) + M².

I used (σ·p)² = p², which follows from the product rule

(σ·a)(σ·b) = a·b + i σ·(a × b),

since p × p = 0. The middle term must vanish for every p, so M must anticommute with all three Pauli matrices. Any 2 × 2 matrix can be written M = a₀ + a·σ, and

σₖM + Mσₖ = 2a₀σₖ + 2aₖ.

This vanishes for all k if a₀ and all the aₖ are zero, and not otherwise. Then M = 0 and there is no mass. The argument assumes an equation linear in R. One that also contains the complex conjugate R* escapes it, and we can return to that case when we have the means to treat it.

Q: So far R and L are letters. People call them right-handed and left-handed, and speak of chirality. What is chirality, apart from a name for your sum and difference?

A: It is the eigenvalue of a matrix built from the Dirac matrices. With γ⁰ = β and γᵏ = βαₖ, the definition is

γ⁵ = i γ⁰γ¹γ²γ³.

Let us find what it does to (φ, χ). First,

γᵏ(φ, χ) = β(σₖχ, σₖφ) = (σₖχ, −σₖφ).

The factors act from the right, one after another:

γ³(φ, χ) = (σ₃χ, −σ₃φ),
γ²γ³(φ, χ) = (−σ₂σ₃φ, −σ₂σ₃χ),
γ¹γ²γ³(φ, χ) = (−σ₁σ₂σ₃χ, +σ₁σ₂σ₃φ).

Since σ₁σ₂ = iσ₃ and σ₃² = 1, the triple product σ₁σ₂σ₃ equals i. The last line is therefore (−iχ, iφ). Applying γ⁰ changes the sign of the lower pair and gives (−iχ, −iφ). The prefactor i then gives

γ⁵(φ, χ) = (χ, φ).

So γ⁵ exchanges the two pairs. Exchanging twice does nothing, so (γ⁵)² = 1, and its eigenvalues can be nothing but +1 and −1.

Q: And your R has eigenvalue +1?

A: The part of ψ built from R has. The operators (1 + γ⁵)/2 and (1 − γ⁵)/2 select the two eigenvalues:

½(1 + γ⁵)(φ, χ) = ½(φ + χ, φ + χ) = (R, R)/√2,
½(1 − γ⁵)(φ, χ) = ½(φ − χ, χ − φ) = (L, −L)/√2.

Exchanging the pairs leaves (R, R) as it is and turns (L, −L) into (−L, L). The first part thus has chirality +1 and the second −1. Their sum is the original ψ.

Q: You worked in one representation of the matrices. In another, the sum and difference of the upper and lower pairs need not mean anything.

A: True, and that is why the matrix γ⁵ is the better definition. Another representation is reached by a constant unitary matrix U, with ψ′ = Uψ and every Dirac matrix replaced by UγU†. In the product γ⁰γ¹γ²γ³ each inner U†U is 1, so that

γ⁵′ = U γ⁵ U†.

If γ⁵ψ = ψ, then γ⁵′ψ′ = Uγ⁵U†Uψ = Uψ = ψ′. The chirality is the same, even if other combinations of the components now carry it.

Q: Does the separation into R and L amount to a conservation law?

A: Yes. We need the commutator of γ⁵ with H. For the momentum term, apply the two matrices in both orders:

γ⁵αₖ(φ, χ) = γ⁵(σₖχ, σₖφ) = (σₖφ, σₖχ),
αₖγ⁵(φ, χ) = αₖ(χ, φ) = (σₖφ, σₖχ).

They agree, so γ⁵ commutes with α. For β,

βγ⁵(φ, χ) = β(χ, φ) = (χ, −φ),
γ⁵β(φ, χ) = γ⁵(φ, −χ) = (−χ, φ).

These are opposite, so γ⁵ anticommutes with β. Together,

Hγ⁵ − γ⁵H = m c²(βγ⁵ − γ⁵β) = 2 m c² βγ⁵.

The mean value of an operator without explicit time dependence changes at the rate given by i times the mean of [H, operator]. For m = 0 this rate is zero for γ⁵ in every state. Chirality is conserved, and so are the separate weights of R and L.

Q: The calculation produced something else. The result (σₖφ, σₖχ) looks like a Pauli matrix acting on each pair separately.

A: Call that matrix Σₖ:

Σₖ(φ, χ) = (σₖφ, σₖχ).

We have just shown that γ⁵αₖ = Σₖ. Multiplying by γ⁵ from the left and using (γ⁵)² = 1 gives

αₖ = γ⁵Σₖ.

The massless Hamiltonian can therefore be written

H = c γ⁵ Σ·p.

On the R part γ⁵ is +1, and on the L part it is −1. That is where the two signs in the Weyl equations come from.

Q: You will want to call Σ/2 the spin. It resembles the spin of a nonrelativistic electron, but resemblance is not a reason.

A: The reason is angular momentum. For a free particle the total angular momentum must be conserved, and the orbital part ℓ = r × p is not conserved by itself. Take a fixed unit vector a. Then a·ℓ = r·(p × a), and the rule [rⱼ, pₖ] = iδⱼₖ gives

[a·ℓ, p] = i(p × a) = −i(a × p).

Since β contains no position or momentum,

[a·ℓ, H] = −i c α·(a × p).

This is not zero, so something must compensate. Try Σ/2. It commutes with γ⁵ and with β, since it acts alike on both pairs. The product rule for Pauli matrices gives

[a·Σ, p·Σ] = 2i Σ·(a × p).

Therefore

[½ a·Σ, H] = ½ c γ⁵ [a·Σ, p·Σ] = i c γ⁵ Σ·(a × p) = +i c α·(a × p).

The two commutators cancel, and ℓ + Σ/2 is conserved along every axis a. The matrix Σ/2 is the part that doesn't depend on position, and its component along any axis has the values ±½. That is what we mean by a spin of one half.

Q: Then one Weyl equation by itself has a strange feature. Space has no preferred screw sense, yet you have one equation with a plus sign and another with a minus sign.

A: A single Weyl equation does distinguish a process from its reflection. Let R(r, t) solve the first equation, and define a new wave by inverting the position, F(r, t) = R(−r, t). The gradient changes sign under the inversion, so

(σ·p F)(r, t) = −(σ·p R)(−r, t).

The time derivative is unaffected, and therefore

i ∂ₜF(r, t) = c(σ·p R)(−r, t) = −c(σ·p F)(r, t).

The inverted R wave obeys the L equation. The Dirac equation contains both and is symmetric under inversion, provided that R and L are exchanged at the same time. An equation for R alone lacks this symmetry. Multiplying F by a constant matrix M would restore the plus sign only if M anticommuted with all three σₖ, and we saw above that only M = 0 does.

Q: Is the split lost when the particle has a charge and moves in an electromagnetic field?

A: It survives. For a charge q, replace i∂ₜ by i∂ₜ − qΦ and p by π = p − qA, in units where the coupling has this form. The potential Φ multiplies φ and χ alike, and the addition and subtraction of the equations never used any property of p. For m = 0 the result is

(i ∂ₜ − qΦ)R = +c σ·π R,
(i ∂ₜ − qΦ)L = −c σ·π L.

In general, however, a plane wave is then no longer a solution. To compare chirality with the spin along a fixed momentum, we shall therefore go back to the free equation.

## Second half: chirality against helicity

A: We shall need the following from the first half. The wave is ψ = (φ, χ), and its parts are R = (φ + χ)/√2 and L = (φ − χ)/√2. The chirality γ⁵ exchanges φ and χ, and is +1 on the R part and −1 on the L part. The matrices Σₖ act as σₖ on each pair, and Σ/2 is the spin. We found αₖ = γ⁵Σₖ, and γ⁵ commutes with Σ but anticommutes with β. With mass, H = cγ⁵Σ·p + βmc². Without it,

i ∂ₜR = +c σ·p R, i ∂ₜL = −c σ·p L.

Q: Then let me raise the matter that troubles me most. Some people use "right-handed" for chirality +1, and others for a spin that points along the momentum. Are these the same thing?

A: They are different operators, so the question has content. The spin along the momentum is measured by the helicity

h = Σ·p/|p|.

It is twice the spin component along p. It needs p ≠ 0, for otherwise there is no direction to refer to. By the product rule (Σ·p)² = p², so h² = 1, and its values are ±1.

Take a free massless plane wave

ψ = u exp(i(p·r − Et)),

with a constant u. Acting on this wave, the operator p gives the fixed vector in the exponent, its momentum eigenvalue. I use the same letter for both: in formulas for plane waves p is that vector, and in commutators and in equations for a general wave it is still −i∇. The Dirac equation becomes

E u = c γ⁵ Σ·p u = c|p| γ⁵h u.

Both γ⁵ and h square to 1, and they commute. Hence (γ⁵h)² = 1, and applying the equation twice gives E² = c²p². So E = ε c|p| with ε = +1 or −1. Dividing by c|p| leaves

ε u = γ⁵h u.

Multiply from the left by h. On the right hγ⁵h = γ⁵h² = γ⁵, and therefore

γ⁵u = ε h u.

For positive energy, chirality and helicity agree. For negative energy they are opposite.

Q: You speak as if every solution had a definite chirality. At a given energy and momentum I can add an R wave to an L wave.

A: You can, and then neither quantity has a definite value. The derivation did not assume that u was an eigenvector of γ⁵. It shows that γ⁵ and εh act identically on every u of energy sign ε. Suppose that a normalized positive-energy wave has R weight 0.7 and L weight 0.3. Its mean chirality is 0.7 − 0.3 = 0.4, and its mean helicity is 0.4 too. With negative energy and the same weights, the mean helicity would be −0.4.

A wave packet is a sum of plane waves, and h then acts on each of them with its own direction of p. If all have the same energy sign, the relation holds for the whole packet. If both signs are present, it must be applied to the two parts separately.

Q: I would trust this more if I saw the solutions. Take a momentum that isn't along a convenient axis.

A: Take p = (1, 2, 2) in atomic units. Its length is √(1 + 4 + 4) = 3, and its direction is n = (1, 2, 2)/3. With c = 137.036, the energies are

E = ±3 × 137.036 = ±411.108 hartree.

The magnitude is 11.187 keV. For the spinors we need eigenvectors of

σ·n = [ n_z, n_x − i n_y ; n_x + i n_y, −n_z ],

where the semicolon separates the rows. For eigenvalue +1 try

w₊ = (1 + n_z, n_x + i n_y)/√(2(1 + n_z)).

Apart from the common denominator, the first row gives

n_z(1 + n_z) + n_x² + n_y² = n_z + n_z² + 1 − n_z² = 1 + n_z,

and the second gives

(n_x + i n_y)(1 + n_z) − n_z(n_x + i n_y) = n_x + i n_y.

Both components are reproduced. The squared length of the numerator is (1 + n_z)² + n_x² + n_y² = 2(1 + n_z), which explains the denominator. The eigenvector for −1 must be orthogonal to this one:

w₋ = (−n_x + i n_y, 1 + n_z)/√(2(1 + n_z)).

These forms fail at n_z = −1, where one uses the coordinate spinors instead. In our case 1 + n_z = 5/3, and the denominator is √(10/3) = √30/3. Thus

w₊ = (5, 1 + 2i)/√30 = (0.9129, 0.1826 + 0.3651i),
w₋ = (−1 + 2i, 5)/√30 = (−0.1826 + 0.3651i, 0.9129).

Q: Those are two spinors. I was expecting four solutions.

A: Each spinor can be placed in the R part or in the L part. An R wave has φ = χ, and an L wave has φ = −χ:

u = (w, w)/√2 for chirality +1,
u = (w, −w)/√2 for chirality −1.

In the R equation, E w = +c|p| σ·n w, so w₊ has energy +411.108 hartree and w₋ has −411.108. In the L equation the sign is reversed. The four solutions are

E = +411.108: chirality +1, helicity +1,
E = +411.108: chirality −1, helicity −1,
E = −411.108: chirality +1, helicity −1,
E = −411.108: chirality −1, helicity +1.

In each line the product of chirality and helicity is the sign of the energy.

Q: The algebra is clear, but the last two lines still look odd. Why should the sign of the energy have anything to do with the direction of the spin?

A: Because it decides which way the wave travels. A packet built around p moves with the group velocity

∂E/∂p = ε c p/|p| = ε c n.

For negative energy it moves against its own momentum. The same follows from the velocity operator. Since [pₖ, rⱼ] = −iδₖⱼ,

dr/dt = i[H, r] = cα = cγ⁵Σ.

In a state of definite chirality γ⁵ is a number, so the mean velocity is that number times c times the mean of Σ. The chirality therefore says whether the spin points along the velocity or against it, while the helicity compares the spin with the momentum.

Q: You have used the mean of Σ as if it were a vector along n. Couldn't it have a sideways component?

A: Not in a helicity state. Let σ·n w = s w with s = ±1, and let a be perpendicular to n. By the product rule σ·a anticommutes with σ·n. Writing ⟨ ⟩ for the mean in w,

s⟨σ·a⟩ = ⟨σ·n σ·a⟩ = −⟨σ·a σ·n⟩ = −s⟨σ·a⟩.

So the sideways mean is zero, and the mean of Σ is s n. The mean velocity is c times chirality times s times n, which equals ε c n, as found from the energy.

Look again at the third solution. Its chirality is +1, its helicity is −1, and its velocity is −c along n. The spin points against n, and so does the velocity. Spin and velocity are parallel, as they are in the first solution.

Q: A particle with negative energy is not something I expect to catch in a detector. What do these solutions tell me about particles that exist?

A: They describe antiparticles, after a conversion. The conversion is charge conjugation,

ψ_c = iγ²ψ*.

From γ²(φ, χ) = (σ₂χ, −σ₂φ) we get φ_c = iσ₂χ* and χ_c = −iσ₂φ*. The L part of the new wave is

L_c = (φ_c − χ_c)/√2 = iσ₂(χ* + φ*)/√2 = iσ₂R*,

and in the same way R_c = −iσ₂L*. An R wave becomes an L wave, so the chirality is reversed.

To see that L_c obeys the right equation, take the complex conjugate of the R equation. The operator p = −i∇ changes sign under conjugation, so

−i ∂ₜR* = −c σ*·p R*, or i ∂ₜR* = c σ*·p R*.

Multiply by iσ₂. Of the Pauli matrices σ₂ alone is imaginary, and it anticommutes with the other two, so σ₂σₖ* = −σₖσ₂ for every k. This gives

i ∂ₜL_c = −c σ·p L_c,

which is the L equation.

Q: And what happens to the energy, the momentum and the helicity?

A: Conjugation reverses the phase. A wave exp(i(p·r − Et)) with E = −c|p| turns into

exp(i(−p·r + Et)) = exp(i((−p)·r − |E|t)).

The new momentum is −p and the new energy is +|E|. For the helicity, start with σ·n w = s w. Conjugating and multiplying by iσ₂ gives

−σ·n (iσ₂w*) = s (iσ₂w*).

The new direction of momentum is −n, so the left side is the new helicity operator, and its value is s. The helicity is unchanged.

Our third solution, with chirality +1 and helicity −1 at −411.108 hartree, becomes a wave with momentum (−1, −2, −2), energy +411.108 hartree, chirality −1 and helicity −1. The two labels agree again, as they must for positive energy. The R field thus describes particles of helicity +1 and antiparticles of helicity −1. For the L field the two are interchanged.

Q: Why do you call it an antiparticle? So far it is a conjugated wave.

A: Put the charge back in. Conjugating (i∂ₜ − qΦ)R = cσ·(p − qA)R, with real Φ and A, gives

(−i∂ₜ − qΦ)R* = −c σ*·(p + qA)R*.

Multiply by −1 and then by iσ₂:

(i∂ₜ + qΦ)L_c = −c σ·(p + qA)L_c.

This is the L equation for a particle of charge −q. The conjugated wave responds to fields as a particle of opposite charge.

Q: You promised to return to the equation that contains R*. Does it give a mass to a single pair?

A: It does. In the massive equations, put L = iσ₂R* instead of leaving L independent:

i ∂ₜR = c σ·p R + m c² iσ₂R*.

We must see whether the equation for L is then satisfied. The matrix iσ₂ is real, so the conjugate equation, multiplied by −1, is

i ∂ₜR* = c σ*·p R* − m c² iσ₂R.

Multiply by iσ₂ and use (iσ₂)² = −1:

i ∂ₜL = −c σ·p L + m c² R.

That is the required equation. A particle described in this way is a Majorana fermion. Since R and R* belong to opposite charges, the mass term is compatible with the coupling to Φ and A if q = 0, and not otherwise.

Q: Let us go back to the ordinary electron. It has a mass. How wrong would I be to identify its chirality with its helicity?

A: That depends on its momentum. Helicity is still conserved, because Σ·p commutes with β and with γ⁵Σ·p. We can therefore choose plane waves of definite E and h. Now add the two orders of H and γ⁵. The β terms cancel, and the momentum terms are equal:

Hγ⁵ + γ⁵H = 2c Σ·p.

Take the mean in such a state. Each term on the left gives E⟨γ⁵⟩, and the right side gives 2c|p|h. Hence

⟨γ⁵⟩ = h c|p|/E, E = ±√(c²p² + m²c⁴).

For m → 0 at fixed p this becomes h times the sign of E, which is our earlier result. For p → 0 the mean chirality vanishes, so a slow electron is an almost equal mixture of R and L.

For positive energy and helicity +1, let x = |p|/(mc). Then c|p|/E = x/√(1 + x²), and the L weight is

½(1 − x/√(1 + x²)).

The values are

x = 0.0219: mean chirality 0.0219, L weight 0.489,
x = 1: mean chirality 0.707, L weight 0.146,
x = 10: mean chirality 0.9950, L weight 0.00248,
x = 100: mean chirality 0.99995, L weight 0.0000250.

The first line is an electron with our momentum |p| = 3, for which x = 3/137.036. For large x, x/√(1 + x²) = (1 + 1/x²)^(−½) ≈ 1 − 1/(2x²), so the L weight is close to 1/(4x²). At x = 10 this estimate is 0.0025. The identification becomes good when the momentum is large compared with mc.

Q: Suppose I insist on a pure R electron with this small momentum. Will it stay pure?

A: No. Since β anticommutes with α, the cross terms in H² vanish, and H² = c²p² + m²c⁴. Write E for its positive root. The series for the exponential then separates into even and odd powers:

exp(−iHt) = cos(Et) − i (H/E) sin(Et).

Start with u = (w, w)/√2. The term cα·p commutes with γ⁵ and leaves the wave in the R part. The term mc²β turns u into mc²(w, −w)/√2, which is pure L. So the L weight at time t is

(mc²/E)² sin²(Et).

For our electron mc² = 137.036² ≈ 18778.9 hartree and E = √(411.108² + 18778.9²) ≈ 18783.4 hartree. The L weight first reaches its maximum, 0.9995, at

t = π/(2E) = 8.363 × 10⁻⁵ atomic units.

For a massless particle the factor mc² is zero, and the L weight remains zero.

Q: But a moment ago the electron had a constant mean chirality of 0.0219. Now it swings between R and L. Which is it?

A: They are different states. The earlier one had a definite energy, so its mean chirality was constant. The pure R state contains both signs of energy. In it the mean of β is zero, because β turns R into L. For helicity +1 its mean energy is therefore c|p|. If P is the weight of the positive-energy part,

E P − E(1 − P) = c|p|, so P = ½(1 + c|p|/E) ≈ 0.511.

The oscillation comes from interference between the two energy signs, whose phases differ by 2Et. It is a property of the one-particle Dirac wave, and an electron restricted to positive energies at this momentum doesn't show it.

Q: Then a massless wave of chirality +1 may also contain both energy signs. Why does it not oscillate?

A: It may contain both, but each part has chirality +1 by itself. At a given p, the positive-energy part has helicity +1 and the negative-energy part has helicity −1. Their relative phase changes, and the mean spin can change with it, but neither part has an L component to contribute. With mass, each energy part of a pure R wave contains some L. At the start these L pieces cancel. Their relative phase 2Et then spoils the cancellation, which returns only when t is a multiple of π/E, as the factor sin²(Et) shows.
